# Coverage-independent chemical diffusion in a lattice gas with site exclusion: verification in Python

```python
# Result under test: for a lattice gas whose only interaction is site exclusion,
# with equal site energies and jump rate Gamma to each vacant neighbour,
#   D_chem = D_jump * Phi = Gamma a^2   at every coverage theta,
# where D_jump = Gamma a^2 (1-theta) is the collective jump diffusivity and
# Phi = d(mu/kT)/d ln(theta) = 1/(1-theta) is the thermodynamic factor.
# The tracer diffusivity has an extra correlation factor f, and unequal site
# energies destroy the cancellation. Reduced units: Gamma = a = kT = 1.
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import lsqr
from scipy.special import gammaln


def master_equation_test(time):
    """Many-body evolution on an open 3x3 patch against the linear equation."""
    side, sites = 3, 9
    bonds = [(s, s + 1) for s in range(sites) if s % side < side - 1]
    bonds += [(s, s + side) for s in range(sites - side)]
    size = 2 ** sites
    generator = np.zeros((size, size))
    for state in range(size):
        for i, j in bonds:
            if (state >> i & 1) != (state >> j & 1):
                new = state ^ (1 << i) ^ (1 << j)
                generator[new, state] += 1.0
                generator[state, state] -= 1.0
    occupation = np.array([[s >> i & 1 for s in range(size)]
                           for i in range(sites)], dtype=float)
    start = np.zeros(size)
    start[0b001011111] = 0.5      # six atoms
    start[0b100000000] = 0.5      # one atom
    final = expm(generator * time) @ start
    laplacian = np.zeros((sites, sites))
    for i, j in bonds:
        laplacian[i, i] -= 1
        laplacian[j, j] -= 1
        laplacian[i, j] += 1
        laplacian[j, i] += 1
    many_body = occupation @ final
    linear = expm(laplacian * time) @ (occupation @ start)
    pair = (occupation * final) @ occupation.T
    covariance = pair - np.outer(many_body, many_body)
    np.fill_diagonal(covariance, 0)
    return np.max(np.abs(many_body - linear)), np.max(np.abs(covariance))


def driven_ring(energies, force=1e-3):
    """Steady current per bond and unit force, and weight, for each atom number."""
    sites = len(energies)
    slopes, weights = np.zeros(sites + 1), np.zeros(sites + 1)
    for number in range(sites + 1):
        configs = list(combinations(range(sites), number))
        weights[number] = sum(np.exp(-sum(energies[i] for i in c)) for c in configs)
        if number in (0, sites):
            continue
        index = {frozenset(c): k for k, c in enumerate(configs)}
        generator = np.zeros((len(configs), len(configs)))
        velocity = np.zeros(len(configs))
        for config, k in index.items():
            for i in config:
                for step in (1, -1):
                    j = (i + step) % sites
                    if j not in config:
                        rate = np.exp(energies[i] + step * force / 2)
                        new = index[(config - {i}) | {j}]
                        generator[new, k] += rate
                        generator[k, k] -= rate
                        velocity[k] += step * rate
        generator[0, :] = 1.0     # normalization replaces one redundant row
        rhs = np.zeros(len(configs))
        rhs[0] = 1.0
        steady = np.linalg.solve(generator, rhs)
        slopes[number] = velocity @ steady / (sites * force)
    return slopes, weights


def ring_transport(ring, coverage):
    """Conductivity and number variance per site at a given mean coverage."""
    slopes, weights = ring
    numbers = np.arange(len(weights))
    sites = len(weights) - 1

    def probabilities(log_fugacity):
        logs = np.log(weights) + numbers * log_fugacity
        p = np.exp(logs - logs.max())
        return p / p.sum()

    root = brentq(lambda x: probabilities(x) @ numbers / sites - coverage,
                  -30, 30, xtol=1e-13)
    p = probabilities(root)
    mean = p @ numbers
    return p @ slopes, p @ (numbers - mean) ** 2 / sites


def counted_factor(coverage, sites=10 ** 6, step=1000):
    """Thermodynamic factor from the logarithm of the number of configurations."""
    def entropy(n):
        return gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
    n = coverage * sites
    return -n * (entropy(n + step) - 2 * entropy(n) + entropy(n - step)) / step ** 2


def tracer_factor(side, vacancies):
    """Exact long-time tracer variance on a periodic square lattice.
    The tagged atom sits at site 0; a state is the set of vacant sites."""
    sites = side * side
    states = [frozenset(c) for c in combinations(range(1, sites), vacancies)]
    index = {s: k for k, s in enumerate(states)}
    source, target, jump = [], [], []
    for state, k in index.items():
        for v in state:
            x, y = v % side, v // side
            for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
                w = (x + dx) % side + side * ((y + dy) % side)
                if w in state:
                    continue
                moved = (state - {v}) | {w}
                displacement = 0
                if w == 0:        # tagged atom jumps to v; recentre on it
                    moved = frozenset((u % side - x) % side
                                      + side * ((u // side - y) % side)
                                      for u in moved)
                    displacement = -dx
                source.append(k)
                target.append(index[frozenset(moved)])
                jump.append(displacement)
    count = len(jump)
    rows = np.concatenate([np.arange(count), np.arange(count)])
    columns = np.array(target + source)
    values = np.concatenate([np.ones(count), -np.ones(count)])
    difference = csr_matrix((values, (rows, columns)), shape=(count, len(states)))
    jump = np.array(jump, dtype=float)
    corrector = lsqr(difference, -jump, atol=1e-10, btol=1e-10, iter_lim=3000)[0]
    diffusivity = 0.5 * np.sum((jump + difference @ corrector) ** 2) / len(states)
    return diffusivity / (vacancies / (sites - 1))


# Exact closure of the mean occupation equation, with correlations present
elapsed = 0.7
closure_error, correlation = master_equation_test(elapsed)
assert closure_error < 1e-10
assert correlation > 0.01
print(f"3x3 patch, elapsed time: {elapsed:.1f} /Gamma")
print(f"3x3 patch, largest pair covariance: {correlation:.4f}")
print(f"3x3 patch, largest error of linear equation below 1e-10: {closure_error < 1e-10}")

# Model parameters and main result
spacing = 0.40e-9
barrier, attempt, temperature = 0.80, 1e13, 800.0
thermal = constants.k * temperature / constants.e
gamma = attempt * np.exp(-barrier / thermal)
d_chem = gamma * spacing ** 2
print(f"lattice spacing a: {spacing * 1e9:.2f} nm")
print(f"barrier: {barrier:.2f} eV")
print(f"attempt frequency: {attempt:.1e} 1/s")
print(f"temperature: {temperature:.0f} K")
print(f"kT: {thermal:.5f} eV")
print(f"jump rate Gamma per vacant neighbour: {gamma:.4e} 1/s")
print(f"D_chem = Gamma a^2: {d_chem:.4e} m^2/s")
print(f"D_chem converted: {d_chem * 1e4:.4e} cm^2/s")

# Blocking from driven steady states, thermodynamic factor from counting
equal_ring = driven_ring(np.zeros(8))
for theta in (0.1, 0.5, 0.9):
    conductivity, variance = ring_transport(equal_ring, theta)
    blocking = conductivity / theta
    factor = counted_factor(theta)
    assert abs(blocking - (1 - theta)) < 1e-6      # finite-force error ~ 1e-7
    assert abs(factor * (1 - theta) - 1) < 1e-4    # finite-difference error
    assert abs(theta / variance / factor - 1) < 1e-4
    assert abs(blocking * factor - 1) < 1e-4
    print(f"theta={theta:.1f}: D_jump = {blocking * d_chem:.4e} m^2/s, "
          f"Phi = {factor:.4f}, D_jump*Phi = {blocking * factor * d_chem:.4e} m^2/s")

# Decay of a coverage ripple
period = 250
wavelength = period * spacing
ripple = np.cos(2 * np.pi * np.arange(period) / period)
change = np.roll(ripple, 1) + np.roll(ripple, -1) - 2 * ripple
lattice_time = -(ripple @ ripple) / (ripple @ change) / gamma
continuum_time = wavelength ** 2 / (4 * np.pi ** 2 * d_chem)
assert abs(lattice_time / continuum_time - 1) < 1e-4
wrong_time = continuum_time / (1 - 0.9)
print(f"ripple wavelength: {wavelength * 1e9:.0f} nm")
print(f"ripple decay time, continuum: {continuum_time * 1e6:.3f} microseconds")
print(f"ripple decay time, lattice: {lattice_time * 1e6:.3f} microseconds")
print(f"wrong time at theta=0.9 without Phi: {wrong_time * 1e6:.2f} microseconds")

# Tracer correlation factor
f_half = tracer_factor(4, 8)
f_vacancy_small = tracer_factor(4, 1)
f_vacancy_large = tracer_factor(20, 1)
f_single_atom = tracer_factor(4, 15)
assert abs(f_single_atom - 1) < 1e-8
assert f_vacancy_small < f_half < 0.99
# infinite square lattice with one vacancy has f = 1/(pi-1); finite size remains
assert abs(f_vacancy_large - 1 / (np.pi - 1)) < 0.01
print(f"tracer factor f, one atom alone, 4x4 lattice: {f_single_atom:.4f}")
print(f"tracer factor f, 8 atoms on 4x4 periodic lattice: {f_half:.4f}")
print(f"tracer factor f, one vacancy, 4x4 lattice: {f_vacancy_small:.4f}")
print(f"tracer factor f, one vacancy, 20x20 lattice: {f_vacancy_large:.4f}")

# Unequal sites: one deep site in five, jump rate set by the site left
depth = 3.0
energies = np.array([-depth, 0, 0, 0, 0] * 2)
unequal_ring = driven_ring(energies)


def ring_diffusivity(coverage):
    conductivity, variance = ring_transport(unequal_ring, coverage)
    return conductivity / variance


dilute_limit = 1 / np.mean(np.exp(-energies))
hole_weight = np.exp(energies)
hole_bond = hole_weight * np.roll(hole_weight, -1)
full_limit = 1 / (np.mean(hole_weight) * np.mean(1 / hole_bond))
assert abs(ring_diffusivity(1e-4) / dilute_limit - 1) < 0.01
assert abs(ring_diffusivity(1 - 1e-4) / full_limit - 1) < 0.01
assert abs(dilute_limit / full_limit - 1) > 0.1
print(f"unequal chain, depth of every fifth site: {depth:.1f} kT")
print(f"unequal chain, D_chem at theta->0: {dilute_limit:.4f} Gamma a^2")
for theta in (0.1, 0.5, 0.9):
    print(f"unequal chain, 10-site ring, D_chem at theta={theta:.1f}: "
          f"{ring_diffusivity(theta):.4f} Gamma a^2")
print(f"unequal chain, D_chem at theta->1: {full_limit:.4f} Gamma a^2")
print("OK")
```

Output:

```
3x3 patch, elapsed time: 0.7 /Gamma
3x3 patch, largest pair covariance: 0.1822
3x3 patch, largest error of linear equation below 1e-10: True
lattice spacing a: 0.40 nm
barrier: 0.80 eV
attempt frequency: 1.0e+13 1/s
temperature: 800 K
kT: 0.06894 eV
jump rate Gamma per vacant neighbour: 9.1248e+07 1/s
D_chem = Gamma a^2: 1.4600e-11 m^2/s
D_chem converted: 1.4600e-07 cm^2/s
theta=0.1: D_jump = 1.3140e-11 m^2/s, Phi = 1.1111, D_jump*Phi = 1.4600e-11 m^2/s
theta=0.5: D_jump = 7.2998e-12 m^2/s, Phi = 2.0000, D_jump*Phi = 1.4600e-11 m^2/s
theta=0.9: D_jump = 1.4600e-12 m^2/s, Phi = 10.0001, D_jump*Phi = 1.4600e-11 m^2/s
ripple wavelength: 100 nm
ripple decay time, continuum: 17.350 microseconds
ripple decay time, lattice: 17.351 microseconds
wrong time at theta=0.9 without Phi: 173.50 microseconds
tracer factor f, one atom alone, 4x4 lattice: 1.0000
tracer factor f, 8 atoms on 4x4 periodic lattice: 0.7776
tracer factor f, one vacancy, 4x4 lattice: 0.5484
tracer factor f, one vacancy, 20x20 lattice: 0.4696
unequal chain, depth of every fifth site: 3.0 kT
unequal chain, D_chem at theta->0: 0.2076 Gamma a^2
unequal chain, 10-site ring, D_chem at theta=0.1: 0.2227 Gamma a^2
unequal chain, 10-site ring, D_chem at theta=0.5: 0.1975 Gamma a^2
unequal chain, 10-site ring, D_chem at theta=0.9: 0.1502 Gamma a^2
unequal chain, D_chem at theta->1: 0.1430 Gamma a^2
OK
```
